# The Velocity of Bloch Electrons and the Commutator of x and H

**Q.** I can show that an electron in a Bloch state has no velocity. In Hartree atomic units the velocity operator is $v=i[H,x]$. Let $H\psi=E\psi$. Then

$$\langle\psi|[H,x]|\psi\rangle=\langle\psi|Hx|\psi\rangle-\langle\psi|xH|\psi\rangle=(E-E)\langle x\rangle=0 .$$

I used nothing about the potential, so this must hold in a crystal too. Yet band theory gives the electron the velocity $dE/dk$. Which is wrong?

**A.** Try your argument with no potential at all. Take one dimension, a cell of length $a$, and $\psi=e^{ikx}/\sqrt a$, normalized to one on the cell, with $E=k^2/2$. Apply $H=-\tfrac12\,d^2/dx^2$ to $x\psi$. Since $(x\psi)''=2\psi'+x\psi''=2ik\psi-k^2x\psi$,

$$H(x\psi)=E\,x\psi-ik\,\psi .$$

Multiply by $\psi^*$ and integrate over the cell:

$$\int\psi^*H(x\psi)\,dx=E\langle x\rangle-ik .$$

You claimed that this integral is $E\langle x\rangle$. With the extra term, $i\int\psi^*[H,x]\psi\,dx=i(-ik)=k$, which is the velocity of a free electron of unit mass.

**Q.** But $H$ is Hermitian. I let it act to the left on $\psi$, where it gives $E$. What forbids that?

**A.** Hermiticity of a differential operator is a statement about a set of functions with given boundary conditions. Let us find what it requires. Take

$$H=-\frac12\frac{d^2}{dx^2}+V(x),\qquad V(x+a)=V(x),$$

with $V$ real and local, meaning that it multiplies by a function of $x$. The Bloch condition is $\psi(x+a)=e^{ika}\psi(x)$, and all integrals run over one cell, from $x_0$ to $x_0+a$. For any smooth $\phi$, two integrations by parts give

$$\int\psi^*\phi''\,dx=\big[\psi^*\phi'\big]-\int\psi^{*\prime}\phi'\,dx
=\big[\psi^*\phi'-\psi^{*\prime}\phi\big]+\int\psi^{*\prime\prime}\phi\,dx ,$$

where a square bracket means the value at the right end minus the value at the left end. Multiply by $-\tfrac12$ and add $\int\psi^*V\phi\,dx$, which is the same whichever factor $V$ acts on:

$$\int\psi^*H\phi\,dx=\int(H\psi)^*\phi\,dx+S[\phi],\qquad
S[\phi]=-\tfrac12\big[\psi^*\phi'-\psi^{*\prime}\phi\big].$$

Moving $H$ to the left is allowed when $S[\phi]=0$. If $\phi$ obeys the same Bloch condition as $\psi$, each product at the right end carries the factor $e^{-ika}e^{ika}=1$ relative to the left end, and $S$ vanishes.

**Q.** My $\phi$ is $x\psi$. At the right end it is

$$(x+a)\psi(x+a)=e^{ika}\big(x\psi(x)+a\psi(x)\big),$$

so it misses the Bloch condition by $e^{ika}a\psi$. How large is the surface term for a general periodic potential?

**A.** Insert $\phi=x\psi$ and $\phi'=\psi+x\psi'$:

$$\psi^*\phi'-\psi^{*\prime}\phi=|\psi|^2+x\big(\psi^*\psi'-\psi^{*\prime}\psi\big)=|\psi|^2+2ix\,j,\qquad j=\operatorname{Im}(\psi^*\psi').$$

The last step uses $z-z^*=2i\operatorname{Im}z$. Here $j$ is the probability current. It does not depend on $x$, because

$$j'=\operatorname{Im}\big(|\psi'|^2+\psi^*\psi''\big)=\operatorname{Im}\big(2(V-E)|\psi|^2\big)=0 .$$

The density $|\psi|^2$ is periodic and drops out of the difference between the ends. The factor $x$ grows by $a$. Hence

$$S[x\psi]=-\tfrac12(2iaj)=-iaj .$$

Now repeat your calculation with this term kept:

$$\langle v\rangle=i\Big(\int\psi^*H(x\psi)\,dx-\int\psi^*xH\psi\,dx\Big)=i\big(E\langle x\rangle-iaj-E\langle x\rangle\big)=aj .$$

The starting point $x_0$ changes $\langle x\rangle$ but not the result.

**Q.** Can I get the same answer without $x$?

**A.** Yes. As a differential expression, $[H,x]\psi=-\tfrac12(2\psi'+x\psi'')+\tfrac12x\psi''=-\psi'$, so $v=-i\,d/dx=p$. Split $\psi^*\psi'$ into real and imaginary parts:

$$\int\psi^*(-i\psi')\,dx=\int j\,dx-\frac i2\int\frac{d|\psi|^2}{dx}\,dx=aj ,$$

since the last integral is the change of a periodic function over one period. The average velocity is the current integrated over a cell that holds one electron.

**Q.** That gives a current. Why should $aj$ be the slope of the band?

**A.** Let the band be non-degenerate at $k$, and choose the free phase of $\psi$ to vary smoothly with $k$. Then $E$ and $\psi$ can be differentiated. Write $\chi=\partial\psi/\partial k$. Differentiating $(H-E)\psi=0$ at fixed $x$ gives

$$(H-E)\chi=\frac{dE}{dk}\,\psi .$$

Multiply by $\psi^*$ and integrate. The right side becomes $dE/dk$. On the left, move $H$ onto $\psi$ and keep the surface term. Because $(H-E)\psi=0$, that term is all that remains, so $dE/dk=S[\chi]$.

It is not zero, because $\chi$ also leaves the Bloch condition. Differentiating that condition with respect to $k$ gives

$$\chi(x+a)=e^{ika}\big(\chi(x)+ia\,\psi(x)\big).$$

In the bracket of $S$ the phases cancel, the $\chi$ parts cancel between the ends, and the added part $ia\psi$ leaves

$$\frac{dE}{dk}=-\tfrac12\,ia\big(\psi^*\psi'-\psi^{*\prime}\psi\big)=-\tfrac12\,(ia)(2ij)=aj .$$

Therefore $\langle v\rangle=aj=dE/dk$.

**Q.** I would like to see the two sides of the Hermiticity relation as numbers.

**A.** Take a model with round parameters, not a particular material: $a=5$ bohr and

$$V(x)=0.2\cos(Gx)+0.1\sin(2Gx)\ \text{hartree},\qquad G=2\pi/a .$$

I expanded $\psi$ in the 25 plane waves $e^{i(k+nG)x}$ with $|n|\le12$ and diagonalized $H$. The integrals were done by quadrature, with the derivatives of $x\psi$ taken by finite differences of that product. For the lowest band at $k=0.3$ per bohr, $E=0.01208$ hartree. On the cell from 0 to 5 bohr,

$$\int\psi^*H(x\psi)\,dx=0.02994-0.24579\,i,\qquad\int(H\psi)^*x\psi\,dx=0.02994 ,$$

both in hartree bohr. The second is your $E\langle x\rangle$, with $\langle x\rangle=0.02994/0.01208=2.48$ bohr. The difference is $-0.24579\,i$, and multiplying by $i$ gives a velocity of $0.2458$ atomic units, or $5.38\times10^5$ m/s. The current is $j=0.04916$, so $aj=5\times0.04916=0.2458$. The slope of $E(k)$, from energies at neighbouring $k$, is also $0.2458$.

If the cell starts at 2 bohr instead, $\langle x\rangle$ becomes 4.24 bohr and the velocity stays at $0.2458$.

**Q.** The velocity is below $k=0.3$. Is that the lattice at work?

**A.** Yes. If $c_n$ are the normalized plane-wave coefficients, then $\langle p\rangle=k+G\sum_n n|c_n|^2$. The potential mixes in waves with other $n$. Here the sum is $(0.2458-0.3)/1.2566=-0.043$, so the admixture is weighted towards negative $n$.

The same calculation at other points gives:

| Band | $k$ (1/bohr) | $\langle v\rangle$ (a.u.) |
|---|---|---|
| 1 | 0 | 0 |
| 1 | 0.15 | 0.130 |
| 1 | 0.45 | 0.297 |
| 1 | $\pi/a=0.628$ | 0 |
| 2 | 0.3 | −0.886 |
| 3 | 0.3 | 1.538 |

For comparison, free waves with momenta $k-G$ and $k+G$ at $k=0.3$ would have velocities $-0.957$ and $1.557$, close to those of bands 2 and 3.

**Q.** So my zero survives at $k=0$ and at the zone edge?

**A.** There the surface term itself vanishes. Since $V$ is real, $\psi^*$ solves the same equation with wavenumber $-k$. At these two points $-k$ and $k$ give the same Bloch condition. If the level is non-degenerate, $\psi^*$ is a multiple of $\psi$, so $\psi$ is real up to a constant phase and $j=0$.

Non-degeneracy matters. With $V=0$, the waves $e^{\pm i\pi x/a}$ share one energy at the zone edge and have velocities $\pm\pi/a$. Their real combinations have zero velocity. The slope must then be taken along each branch.

The symmetry also separates velocity from net current. It gives $E(-k)=E(k)$, so the velocities at $k$ and $-k$ are opposite. Equal occupation of the two gives no net current, although each electron has a velocity.

**Q.** A surface term should become negligible in a large crystal. What if I integrate over many cells?

**A.** Over $N$ cells the factor $x$ grows by $Na$ between the ends, so $S=-iNaj$. The norm of the same $\psi$ is now $N$. The velocity is the ratio,

$$\frac{iS}{N}=\frac{Naj}{N}=aj .$$

In the example, ten cells give $iS=2.458$ and norm 10, hence $0.2458$ again. The term sits at the ends, but $x$ makes it as large as a bulk quantity. On an infinite line neither $\psi$ nor $x\psi$ is normalizable, and $E\langle x\rangle-E\langle x\rangle$ has no defined value. The ratio over $N$ cells does have a limit.

**Q.** Then explain this. I put the cell on a grid, closed it into a ring with the Bloch phase, and made $x$ a diagonal matrix. The expectation value of $i[H,x]$ came out as zero. A finite Hermitian matrix has no surface terms.

**A.** Your zero is correct for that matrix, but the matrix is not the velocity. Let the grid be $x_l=lh$ with $l=0,\dots,M-1$ and $Mh=a$, and let $u$ be the normalized eigenvector. The second difference couples neighbours with strength $t=-1/(2h^2)$. Since $(i[H,x])_{lm}=iH_{lm}(x_m-x_l)$, the link between $l$ and $l+1$ contributes

$$i\,t\,h\,(u_l^*u_{l+1}-u_{l+1}^*u_l)=-2th\operatorname{Im}(u_l^*u_{l+1})=\frac{\operatorname{Im}(u_l^*u_{l+1})}{h}\equiv w .$$

This $w$ is the same for every link. To see it, multiply row $l$ of the eigenvalue equation by $u_l^*$ and take the imaginary part: $\operatorname{Im}(u_l^*u_{l+1})+\operatorname{Im}(u_l^*u_{l-1})=0$. Hence $\operatorname{Im}(u_l^*u_{l+1})=\operatorname{Im}(u_{l-1}^*u_l)$. Across the seam the next value is $u_M=e^{ika}u_0$.

The $M-1$ inner links add up to $(M-1)w$. Across the seam the electron moves forward by $h$, but your matrix says that $x$ changes from $(M-1)h$ to 0, a displacement of $-(M-1)h$. That link therefore contributes $-(M-1)w$, and the total is zero.

**Q.** And if I give the seam its true displacement $h$?

**A.** Then the total is $Mw$, which is the slope of the band on the grid. In this matrix $k$ enters only through the seam elements $te^{\pm ika}$. For a normalized eigenvector of a Hermitian matrix, $dE/dk=u^\dagger(dH/dk)u$, since the terms from $du/dk$ add up to $E\,d(u^\dagger u)/dk=0$. With $z=u_{M-1}^*e^{ika}u_0$,

$$\frac{dE}{dk}=t\,(ia\,z-ia\,z^*)=-2ta\operatorname{Im}z=\frac{a}{h^2}\operatorname{Im}z=\frac ah\,w=Mw .$$

For the example with $M=200$, the inner links give $0.24455$ and the seam gives $-0.24455$. With the seam repaired the sum is $0.24578$. The inner links are $199/200$ of that, as the count requires.

**Q.** Is there any crystal in which my original argument is sound?

**A.** One between hard walls at $x=0$ and $x=L$. Its eigenfunctions $\phi_n$ vanish at both walls, and so do the functions $x\phi_n$. Each term of the surface bracket contains one of these as a factor, so $H$ may act to the left. With real $\phi_n$ and $x_{mn}=\int\phi_mx\phi_n\,dx$,

$$(E_m-E_n)\,x_{mn}=\int\phi_m[H,x]\phi_n\,dx=-\int\phi_m\phi_n'\,dx .$$

For $m=n$ both sides are zero. The same holds for a bound state that decays fast enough for the surface term to vanish at infinity.

**Q.** So a finite crystal has no moving electrons after all?

**A.** In this one-dimensional crystal the stationary states are standing waves, and a nonzero mean velocity needs a superposition of states with different energies. In two or three dimensions a stationary state of a degenerate level can carry a circulating current, but its mean velocity is still zero. Take $\Psi=(\phi_1e^{-iE_1t}+\phi_2e^{-iE_2t})/\sqrt2$ and write $d=\int\phi_1\phi_2'\,dx$, $\omega=E_2-E_1$. The diagonal terms vanish, and the two cross terms are complex conjugates:

$$\langle p\rangle=\operatorname{Re}\big(-i\,d\,e^{-i\omega t}\big)=-d\,\sin\omega t .$$

For six cells of the example, $L=30$ bohr, an expansion in sine functions gives $(E_1-E_2)x_{12}=-d=0.0771$ atomic units, with $\phi_1$ and $\phi_2$ both chosen to rise from the wall at $x=0$; reversing the sign of either reverses the sign of $d$. The mean position of this superposition oscillates inside the crystal with that velocity amplitude, while each of its two parts has zero mean velocity.

**Q.** Real electrons are normalizable. If I make a packet ever sharper in energy, it approaches an eigenstate. Should its velocity not approach zero?

**A.** For a localized $\Psi$ the surface terms at infinity vanish, so $d\langle x\rangle/dt=i\langle[H,x]\rangle$. Put $A=x-\langle x\rangle$ and $B=H-\langle H\rangle$, which have the same commutator as $x$ and $H$. Then

$$|\langle v\rangle|=\big|\langle B\Psi|A\Psi\rangle-\langle A\Psi|B\Psi\rangle\big|=2\,\big|\operatorname{Im}\langle B\Psi|A\Psi\rangle\big|\le2\,\sigma_x\sigma_E ,$$

by the Cauchy–Schwarz inequality, where $\sigma_x$ and $\sigma_E$ are the standard deviations of position and energy. A small $\sigma_E$ would force a small velocity if $\sigma_x$ stayed bounded. It need not: the packet can keep its velocity, but only if $\sigma_x$ grows at least as $|\langle v\rangle|/(2\sigma_E)$.

**Q.** What velocity does it keep?

**A.** Build $\Psi$ from one band with amplitudes $f(k)$. The function $p\psi_k$ has the same Bloch phase as $\psi_k$. In an overlap with $\psi_{k'}$, successive cells therefore differ by the factor $e^{i(k-k')a}$, and their sum over the whole line vanishes unless $k'=k$. Each $k$ contributes separately:

$$\frac{d\langle x\rangle}{dt}=\langle p\rangle=\frac{\int|f|^2\,(dE/dk)\,dk}{\int|f|^2\,dk}.$$

I took $f\propto e^{-(k-k_0)^2/4s^2}$ with $k_0=0.3$ per bohr, so that $|f|^2$ has standard deviation $s$. The phase of each $\psi_k$, which affects the initial shape of the packet, was fixed by making its $n=0$ plane-wave coefficient positive. The packets were evolved for 100 atomic units of time on rings of 400 and 800 bohr, far from the seam.

| $s$ (1/bohr) | 0.030 | 0.015 |
|---|---|---|
| $\sigma_E$ (hartree) | 0.00735 | 0.00368 |
| initial $\sigma_x$ (bohr) | 16.7 | 33.3 |
| $\sigma_x\sigma_E$ (a.u.) | 0.12262 | 0.12283 |
| displacement (bohr) | 24.47 | 24.55 |
| velocity (a.u.) | 0.2447 | 0.2455 |

Halving the energy spread doubles the width in space. The products lie just above half the velocity, $0.12235$ and $0.12276$, so the bound is nearly saturated. The velocity tends to the Bloch value $0.2458$, not to zero. Expanding $dE/dk$ about $k_0$, the linear term averages out and the next is proportional to $s^2$. The shortfall should then drop by about four, and it does, from $0.0011$ to $0.0003$.

**Q.** How should I write the velocity so that I do not fall into this again?

**A.** Put the wavenumber into the operator. With $\psi=e^{ikx}u$ and $u$ periodic, $p\psi=e^{ikx}(p+k)u$, so $u$ is an eigenfunction of

$$H_k=\tfrac12(p+k)^2+V(x).$$

The boundary condition on $u$ no longer depends on $k$, so $\partial u/\partial k$ is periodic too and no surface term arises. The argument used for the matrix now gives

$$\frac{dE}{dk}=\Big\langle u\Big|\frac{\partial H_k}{\partial k}\Big|u\Big\rangle=\langle u|p+k|u\rangle=\langle\psi|p|\psi\rangle .$$

You may still use $i[H,x]$ to find the velocity operator. Work out the commutator as a differential expression first and then take its average; do not split it into two averages unless $x\psi$ satisfies the boundary conditions. On a closed ring of grid points, the commutator of the matrix $H$ with a diagonal $x$ still averages to zero. Either give every link that crosses the seam its true displacement (a wider difference formula has more than one such link), or put $p=-i\,d/dx$ itself on the grid as a central difference that carries the Bloch phase across the seam. For the second-difference matrix above, the average of that $p$ is again $Mw$. The result $v=p$ also relies on $V$ commuting with $x$. If the potential has a nonlocal part $V_{\rm nl}$, the commutator leaves the further term $i[V_{\rm nl},x]$ in the velocity.
